Why the Curie-Weiss temperature is not a first-order ferroelectric's transition temperature

**Question**

I am learning to analyse permittivity data for a crystal like barium titanate. In the paraelectric phase, the inverse susceptibility plotted against temperature is a straight line. Extended downwards, it reaches zero at about 383 K. I took this to be the transition temperature, since the susceptibility should diverge there. But the polarization appears about ten kelvin higher, in a jump, while the susceptibility is still finite. Which temperature is the transition temperature, and what does the other one mean?

**Answer**

The transition temperature Tc is the one at which the two phases have equal free energy. Your extrapolated temperature, T0, is where the paraelectric phase stops being even a local minimum of the free energy. In a first-order ferroelectric T0 lies below Tc, and it is the lowest temperature to which the paraelectric phase could be supercooled. In the mean-field model below, the two temperatures coincide when the transition is continuous, and your argument about the divergence silently assumes that case.

**The model**

Take a polarization P along one axis, uniform through a stress-free crystal whose electrodes fix the field E. The free energy per volume, measured from the unpolarized state, is

G = ½a(T − T0)P² + ¼bP⁴ + ⅙cP⁶ − EP.

Here a and c are positive constants. A negative b makes the transition first order, and the positive c keeps P finite. This is a mean-field description: it leaves out fluctuations and, for now, any variation of P in space.

**What the straight line measures**

In equilibrium dG/dP = 0, so

E = a(T − T0)P + bP³ + cP⁵.

In the paraelectric phase a weak field induces a small P, and the cubic and fifth-order terms are negligible beside the first. With the susceptibility χ = P/(ε0E),

χ = C/(T − T0),  C = 1/(ε0a),

1/χ = (T − T0)/C.

This is the Curie-Weiss law. Neither b nor c appears in it. The weak field tests the curvature of G at P = 0 and learns nothing about a second minimum at large P. The transition temperature depends on how deep that second minimum is, so the line alone cannot supply it.

**What happens at T0**

At zero field the curvature at the unpolarized state is

d²G/dP² = a(T − T0)  at P = 0.

It is positive for every T above T0, so the paraelectric phase is then at least a local minimum. To see how it is lost, write A = a(T − T0) and β = |b| = −b. For small positive A, the energy near P = 0 is

G ≈ ½AP² − ¼βP⁴.

Its slope, AP − βP³, vanishes at P² = A/β, which is the top of a barrier. The height there is

½A²/β − ¼A²/β = A²/(4β).

As T approaches T0 from above, the barrier moves in towards P = 0 and its height falls as (T − T0)². At T0 the quadratic term is gone and −¼βP⁴ remains, so G falls as soon as P departs from zero. No barrier protects the paraelectric phase any longer. That is the sense in which T0 is its supercooling limit.

**Where the transition is**

Set E = 0 and x = P². Then

G = x(A/2 − βx/4 + cx²/6),

dG/dP = P(A − βx + cx²).

At Tc there must be a polarized minimum with the same energy as the unpolarized state, G = 0. Since x is not zero, both brackets vanish. Twice the first bracket, and the second, give

A − βx/2 + cx²/3 = 0,

A − βx + cx² = 0.

Subtracting the second from the first removes A:

βx/2 − 2cx²/3 = 0, so x = Pc² = 3β/(4c).

Putting this into the second equation,

A = βx − cx² = 3β²/(4c) − 9β²/(16c) = 3β²/(16c).

Since A = a(T − T0) and β² = b²,

Tc = T0 + 3b²/(16ac).

Which phase wins on each side follows from the way the polarized minimum moves with temperature. At a minimum dG/dP = 0, so a small shift of P does not change G to first order, and the explicit temperature dependence gives dG/dT = ½aP². This is positive. The polarized minimum therefore lies below zero when T < Tc and above zero when T > Tc.

**The matching limit on heating**

The ferroelectric phase can also outlive its equilibrium range. Solving A − βx + cx² = 0 gives

x = [β ± √(β² − 4Ac)]/(2c).

To tell the minimum from the maximum, take the curvature A − 3βx + 5cx² and replace A by βx − cx²:

d²G/dP² = −2βx + 4cx² = 2x(2cx − β) = ±2x√(β² − 4Ac).

The upper sign is the ferroelectric minimum. The lower sign, for A > 0, is the barrier top. They merge and disappear when β² = 4Ac, that is, at

T1 = T0 + b²/(4ac).

So T0 < Tc < T1. The ratio of 3/16 to 1/4 is 3/4, so in this model Tc lies three quarters of the way up from T0 to T1.

**Numbers**

Take rough values in the regime of barium titanate at its cubic-tetragonal transition:

C = 1.5 × 10⁵ K, T0 = 383 K,

b = −8 × 10⁸ J m⁵/C⁴, c = 1.6 × 10¹⁰ J m⁹/C⁶.

Then a = 1/(ε0C) = 7.529 × 10⁵ J m/(C² K), and

Tc − T0 = 3(8 × 10⁸)²/(16 × 7.529 × 10⁵ × 1.6 × 10¹⁰) = 9.96 K,

T1 − T0 = (8 × 10⁸)²/(4 × 7.529 × 10⁵ × 1.6 × 10¹⁰) = 13.28 K.

The three temperatures are

T0 = 383.0 K (109.9 °C),

Tc = 393.0 K (119.8 °C),

T1 = 396.3 K (123.1 °C).

The polarization jumps at Tc by

Pc = √(3β/(4c)) = 0.194 C/m² = 19.4 μC/cm².

You can watch the limits appear by following a local minimum numerically. Put P on a fine grid, change T in steps of 0.02 K, and after each step let P move downhill until neither neighbouring grid point is lower. Starting unpolarized and cooling, P stays at zero through Tc and jumps at 383.00 K. On heating again, it stays large through Tc and collapses at 396.30 K, which is T1 to within the step. Now halve b, with a, c and T0 held fixed. The cooling jump remains at 383.00 K, although Tc − T0 shrinks from 9.96 K to 2.49 K. The supercooling limit follows the curvature at P = 0, while the transition follows the whole shape of G.

**Why the susceptibility does not diverge at Tc**

Just above Tc the curvature at P = 0 is A = 3β²/(16c). Just below, the crystal sits in the polarized minimum. There √(β² − 4Ac) = √(β² − 3β²/4) = β/2, and the curvature is

2Pc² × β/2 = 3β²/(4c).

The curvature is dE/dP, so χ is inversely proportional to it. On entering the ferroelectric phase at Tc, χ along the polarization, measured at constant temperature, therefore falls by a factor of 4 in a single domain. In the example χ goes from C/(Tc − T0) ≈ 15 100 to about 3765. The factor is larger if the crystal supercools first: 5.3 for a jump 1 K below Tc and 6.5 for a jump 1.8 K below. An a.c. measurement too fast for heat to flow gives about 4.3 at Tc, for a heat capacity near 3 × 10⁶ J/(m³ K). In a crystal with domains of several orientations the measured change can differ further, because the response across the polarization and the motion of domain walls also contribute. The peak is high but finite, because the crystal leaves the paraelectric minimum before that minimum becomes flat.

If the crystal stayed paraelectric below Tc, its susceptibility would continue along the same Curie-Weiss curve. At 384 K, one kelvin above T0, it would be 1.5 × 10⁵. Nothing in the weak-field response of the paraelectric phase marks the passage through Tc.

The jump also carries a latent heat. The entropy per volume is −∂G/∂T, so the paraelectric phase has ½aPc² more of it than the ferroelectric phase, and

L = ½aTcPc² = ½ × 7.529 × 10⁵ × 392.96 × 0.1936² J/m³ ≈ 5.5 J/cm³.

**When the two temperatures do coincide**

Suppose b > 0. A polarized state at zero field needs

A + bx + cx² = 0 with x > 0.

The last two terms are positive, so A must be negative: polarization appears below T0 and nowhere above it. Close to T0, x is small and cx² can be dropped, which gives P² ≈ a(T0 − T)/b. The polarization grows from zero, and T0 is the transition temperature.

At the tricritical point, b = 0, the condition is A + cx² = 0, so P⁴ = a(T0 − T)/c. The growth is steeper but still continuous, and again Tc = T0.

With the size of b and the other constants kept as above, P at 0.05 K below T0 is 0.69 μC/cm² for positive b and 3.92 μC/cm² for b = 0. For negative b, the equilibrium polarization is already 22.35 μC/cm² at 0.05 K above T0. All three crystals have the same Curie-Weiss line. Your reading of it would be right for the first two and wrong by 10 K for the third.

The formula for Tc shows how the cases join. At fixed a and c, the gap Tc − T0 closes as b² when b approaches zero from below. A weakly first-order material can thus have a gap too small to resolve.

**Will a real crystal supercool all the way to T0?**

It need not, because the new phase can start in a small region. The model shows why the whole crystal does not switch at once instead. At Tc the barrier top is at x = (β − β/2)/(2c) = β/(4c), where

G = (β/4c)(β²/c)(3/32 − 1/16 + 1/96) = β³/(96c²).

This is 0.0208 J/cm³. For one cubic micrometre switching uniformly, it amounts to 3.8 × 10⁶ kT, with k Boltzmann's constant, which thermal agitation will not supply. The new phase must start in a small region, a nucleus, and pay for an interface.

To estimate that cost, add ½g(dP/dz)² to the energy density, where z is the distance across the interface, with a rough g = 10⁻¹⁰ J m³/C². Since (√(g/2) dP/dz − √G)² cannot be negative,

½g(dP/dz)² + G ≥ √(2gG) dP/dz,

and the profile of lowest energy attains equality. At Tc, G has a double zero at P² = Pc², so G = (c/6)P²(Pc² − P²)². The interface energy per area is

σ = ∫ √(2gG) dP = √(gc/3) ∫ P(Pc² − P²) dP = √(gc/3) Pc⁴/4,

with the integrals running from 0 to Pc. This gives 0.26 mJ/m².

A spherical nucleus of radius r costs 4πr²σ and gains (4/3)πr³D, where D is the depth of the ferroelectric minimum below the paraelectric one. Setting the derivative of the difference to zero gives r = 2σ/D and a barrier

16πσ³/(3D²).

Suppose nucleation becomes likely when this barrier equals kT times the logarithm of the number of attempts. For 1 mm³ of unit cells 0.4 nm wide, each trying 10¹² times per second for 100 s, the logarithm is 76.4. Finding D numerically at each temperature, and keeping σ at its Tc value, one meets the condition 1.8 K below Tc. The critical radius is then about 20 nm. On its paraelectric side the interface decays over √(g/A) ≈ 3.7 nm at Tc, about a fifth of that radius, so treating it as thin gives only a rough estimate: solving for the smooth spherical profile raises the barrier at that temperature by about half and moves the condition to 2.3 K below Tc. For this g supercooling ends well above T0, but the barrier scales as g to the power 3/2. With the smooth profile, the supercooling is about 4 K for g = 2 × 10⁻¹⁰ and about 8 K, most of the window, for g = 5 × 10⁻¹⁰ J m³/C².

The estimate omits strain and the field of the nucleus's own polarization charge, both of which oppose nucleation. For an unscreened sphere a linear estimate of the field energy, P²/(2ε0(εin + 2εout)) with εin and εout the relative permittivities inside and outside, is about 0.06 J/cm³ at 1.8 K below Tc, twice the value D = 0.026 J/cm³ there. Strain can be larger still. With a rough electrostrictive coefficient Q = 0.1 m⁴/C², the strain is QPc² = 0.375 per cent. With a Young modulus Y of roughly 100 GPa, the energy scale ½Y(QPc²)² is 0.70 J/cm³. Compare the driving energy at T0: there A = 0 and x = β/c, so D = β³/(12c²) = 0.167 J/cm³. At that larger polarization the strain energy is 1.25 J/cm³. More generally, the term ½YQ²P⁴ adds 2YQ² = 2 × 10⁹ to b and makes it positive, so a nucleus that had to bear the full strain energy would gain nothing at any P and would not form even at T0. Twinning, a free surface or a defect can lower the cost. The model therefore fixes the metastable window but does not predict where inside it your crystal will transform.

**How far to trust this for barium titanate**

The parameters were chosen to resemble barium titanate, which becomes ferroelectric at roughly 120 °C, so the closeness of Tc to that value is not a prediction. One simplification that is easy to test is the constancy of b and c. Give them rough slopes b′ = 2 × 10⁷ J m⁵/(C⁴ K) and c′ = −3 × 10⁸ J m⁹/(C⁶ K), with their values at Tc unchanged. Then T0 and Tc stay put. Solving a(T − T0) = b²/(4c) numerically with the varying coefficients moves T1 from 396.3 to 395.3 K. The entropy difference becomes ½aPc² + ¼b′Pc⁴ + ⅙c′Pc⁶, and the latent heat rises from 5.5 to 7.3 J/cm³. The order of the three temperatures survives, but with these slopes the latent heat changes by about a third of its first value.

Two experimental effects also matter:

- A bias field favours the polarized phase. To first order it lowers that minimum by EPc, while the change in the paraelectric minimum is of order E². Balancing EPc against ½aPc²ΔT gives ΔT = 2E/(aPc), or 1.37 K per kV/cm in weak fields. The mean shift falls to 1.34 K per kV/cm at 1 kV/cm and 1.20 at 10 kV/cm, and in this model the jump disappears altogether near 12 kV/cm and 407 K. Compare temperatures at the same bias, preferably zero.

- A poorly polarizable surface layer acts as a capacitor in series. If it fills a fraction f of the thickness and has relative permittivity εd, it adds about f/εd to the measured inverse permittivity and lowers the extrapolated temperature by about Cf/εd. For 10 nm with εd = 10 on a 0.5 mm crystal, the shift is 0.3 K. In a thin film the same layer is a much larger fraction, and the extrapolation may say little about the material itself.

**When T0 is not the supercooling limit either**

The identification rests on two conditions. First, the line must stay straight down to T0. You measure it above the transition, and the part between T0 and Tc is an extrapolation. If the inverse susceptibility bends there, the true stability limit can differ from T0. Second, uniform polarization must be the first distortion to become unstable. If a spatially modulated distortion softens earlier, the paraelectric phase is lost above T0.

Mechanical conditions need care too. Strain that the polarization itself produces is proportional to P², so its elastic energy is of order P⁴. Preventing that strain changes b, and hence Tc, but leaves T0 alone. A stress s imposed from outside is different: its coupling −QsP² adds to the quadratic term and shifts T0 as well.

**What to do with your data**

Fit the straight line to points well inside the paraelectric phase, and report its zero as the Curie-Weiss temperature T0. Then locate the transition on slow cooling and on slow heating at zero bias. Without a bias, domains of opposite polarization can form and cancel, so look for the jump in the permittivity or for the latent heat, not only for a net polarization. Within the model, the cooling jump lies between T0 and Tc, and the heating jump between Tc and T1, so together they bracket Tc.

Do not assume that Tc is their midpoint. If both phases survived to their limits, the midpoint in the example would be 389.6 K, which is 3.3 K below Tc. And if the two jumps nearly coincide, that does not make the transition continuous: easy nucleation narrows the hysteresis without removing the polarization jump or the latent heat. In your case, a jump ten kelvin above the zero of the line, with χ still finite, is what a first-order transition should look like.

Numbers in the example were calculated in double precision.
